# One-photon exchange energy of two 1s electrons in helium-like ions: a numerical check

```python
"""One-photon exchange energy of hydrogenic 1s^2 (Dirac, point nucleus), hartree units.
Tests: Dirac 1s spinor, its currents and their divergence (finite differences);
gauge identity (symbolic); radial integrals; closed forms F0, E_B against direct
quadrature of the explicit 16-component J=0 state in Feynman and Coulomb gauge;
series 5Z/8 + alpha^2 Z^3 (1 - 3/4 ln 2) with Breit piece 1/4."""
import numpy as np
import sympy as sp
import mpmath as mp
from scipy.constants import fine_structure as alpha, physical_constants
from scipy.integrate import quad

mp.mp.dps = 30
EV = physical_constants["Hartree energy in eV"][0]
sig = np.array([[[0, 1], [1, 0]], [[0, -1j], [1j, 0]], [[1, 0], [0, -1]]])
alp = np.zeros((3, 4, 4), complex)
alp[:, :2, 2:] = sig
alp[:, 2:, :2] = sig
beta = np.diag([1.0, 1, -1, -1])

def unit_spinor(n, m, g):
    """Angular-spin part of 1s orbital; n has shape (p,3); m=0 up, 1 down."""
    xi = np.eye(2)[m]
    low = 1j*np.sqrt((1-g)/2)*np.einsum('pi,iab,b->pa', n, sig, xi)
    up = np.sqrt((1+g)/2)*np.ones((len(n), 1))*xi
    return np.concatenate([up, low], axis=1)

def closed(x):
    """Closed forms for x=(alpha Z)^2: gamma, G, F0/Z, R1/Z, E_B/Z."""
    g = mp.sqrt(1-x)
    G = mp.gamma(4*g+1)/(2**(4*g)*mp.gamma(2*g+1)**2)
    F0 = (1-G)/g
    R1 = ((2*g+1)*F0-4*G)/(2*g-1)
    return g, G, F0, R1, 2*x*R1/3

def direct(x, nt=80, nu=60):
    """Quadrature from the definition. Returns Coulomb, Gaunt, Breit (per Z), gauge data."""
    g = np.sqrt(1-x); p = 2*g
    y, w = np.polynomial.legendre.leggauss(nt)
    rs = (y+1)/4; wt = np.concatenate([w, w])/4
    t1 = np.concatenate([1-rs, rs]); t2 = np.concatenate([rs, 1-rs])
    small = np.minimum(t1, t2)
    yv, wv = np.polynomial.legendre.leggauss(nu)
    d = (1-2*small)[:, None]; vmax = -np.log1p(-2*small)[:, None]
    v = vmax*(yv+1)/2; u = d*np.exp(v)          # u = r12, logarithmic map
    r1 = t1[:, None]; r2 = t2[:, None]
    omc = d*np.expm1(v)*(u+d)/(2*r1*r2)         # 1 - cos(theta12)
    sn = np.sqrt(omc*(2-omc))
    wang = 0.5*u*u/(r1*r2)*vmax*wv/2            # weight of (1/2) d cos
    zero = np.zeros(u.size)
    n1 = np.stack([zero, zero, zero+1], 1)
    n2 = np.stack([sn.ravel(), zero, (1-omc).ravel()], 1)
    rh = np.stack([(-r2*sn/u).ravel(), zero, ((r1-r2+r2*omc)/u).ravel()], 1)
    a1, b1, a2, b2 = [unit_spinor(n, m, g) for n in (n1, n2) for m in (0, 1)]
    Psi = (a1[:, :, None]*b2[:, None, :]-b1[:, :, None]*a2[:, None, :])/np.sqrt(2)
    A = np.einsum('iac,pcb->piab', alp, Psi)
    B = np.einsum('jbd,pad->pjab', alp, Psi)
    M = np.einsum('piab,pjab->pij', A.conj(), B).real
    dens = (abs(Psi)**2).sum((1, 2)).reshape(u.shape)
    aa = np.einsum('pii->p', M).reshape(u.shape)
    ar = np.einsum('pi,pij,pj->p', rh, M, rh).reshape(u.shape)
    avg = [(wang*o/u).sum(1) for o in (dens, -aa, -(aa+ar)/2)]
    S = lambda k: quad(lambda s: s**k*np.exp(-s), 0, 90, epsabs=1e-13, epsrel=1e-13, limit=200)[0]
    pref = 2*S(2*p)/S(p)**2
    res = [pref*np.sum(wt*(t1*t2)**p*o) for o in avg]
    return res, np.max(abs(avg[2]-avg[1])), np.max(abs(aa-ar))/2

Z = 64; x = (alpha*Z)**2; gam = np.sqrt(1-x); c = 1/alpha

# Dirac equation, currents, divergence by fourth-order finite differences
def psi(r, m):
    R = np.linalg.norm(r)
    return R**(gam-1)*np.exp(-Z*R)*unit_spinor((r/R)[None, :], m, gam)[0]
def deriv(f, r, i, h=1e-3/Z):
    e = np.eye(3)[i]*h
    return (8*(f(r+e)-f(r-e))-(f(r+2*e)-f(r-2*e)))/(12*h)
for r in (np.array([0.4, -0.7, 0.5])/Z, np.array([-1.1, 0.3, 1.6])/Z):
    R = np.linalg.norm(r)
    for m in (0, 1):
        Hpsi = sum(-1j*c*alp[i] @ deriv(lambda q: psi(q, m), r, i) for i in range(3))
        Hpsi = Hpsi + c*c*beta @ psi(r, m) - Z/R*psi(r, m)
        assert np.linalg.norm(Hpsi-gam*c*c*psi(r, m)) < 1e-8*c*c*np.linalg.norm(psi(r, m))
        for k in (0, 1):
            cur = lambda q: np.einsum('a,iab,b->i', psi(q, m).conj(), alp, psi(q, k))
            f2 = R**(2*gam-2)*np.exp(-2*Z*R)
            assert np.allclose(cur(r), alpha*Z*f2*np.cross(sig[:, m, k], r/R), atol=1e-12*f2)
            assert abs(np.vdot(psi(r, m), psi(r, k))-f2*(m == k)) < 1e-12*f2
            assert abs(sum(deriv(cur, r, i)[i] for i in range(3))) < 1e-8*Z*f2
spin_sum = (sig[:, 0, 0] @ sig[:, 1, 1]-sig[:, 1, 0] @ sig[:, 0, 1]).real
assert abs(spin_sum+3) < 1e-14

# gauge identity d1i d2j r = -(delta_ij - rhat_i rhat_j)/r
X1 = sp.symbols('x1:4', real=True); X2 = sp.symbols('y1:4', real=True)
dv = [X1[i]-X2[i] for i in range(3)]; rr = sp.sqrt(sum(q**2 for q in dv))
pt = dict(zip(X1+X2, [1, 4, 3, -1, 1, -3]))     # r = 7 exactly
for i in range(3):
    for j in range(3):
        diff = sp.diff(rr, X1[i], X2[j])+(int(i == j)-dv[i]*dv[j]/rr**2)/rr
        assert sp.simplify(diff.subs(pt)) == 0

# radial integrals A and C
p = 2*mp.sqrt(1-mp.mpf(x))
Aq = mp.quad(lambda t: t**(p-1)*(1-t)**p, [0.5, 1])
Cq = mp.quad(lambda t: t**(p-2)*(1-t)**(p+1), [0.5, 1])
assert abs(Aq-(mp.beta(p, p)/4-4**(-p)/(2*p))) < 1e-20
assert abs(Cq-((p+1)*Aq-4**(-p))/(p-1)) < 1e-20

# series: Taylor of closed forms, and fit to direct quadrature
cC = mp.taylor(lambda s: closed(s)[2], 0, 2)
cB = mp.taylor(lambda s: closed(s)[4], 0, 2)
kC = 0.75-0.75*np.log(2); kB = 0.25; kT = 1-0.75*np.log(2)
assert abs(cC[0]-0.625) < 1e-14 and abs(cC[1]-kC) < 1e-14 and abs(cB[1]-kB) < 1e-14
dlnG = mp.diff(lambda g: mp.loggamma(4*g+1)-4*g*mp.log(2)-2*mp.loggamma(2*g+1), 1)
assert abs(dlnG-(mp.mpf(7)/3-4*mp.log(2))) < 1e-18
xs = np.linspace(0.01, 0.07, 7)
dat = np.array([direct(s)[0] for s in xs])
fC, fG, fB = [np.polyfit(xs/0.07, dat[:, k], 6)[::-1]/0.07**np.arange(7) for k in range(3)]
assert abs(fC[0]-0.625) < 1e-8 and abs(fG[0]) < 1e-8 and abs(fB[0]) < 1e-8
assert abs(fC[1]-kC) < 1e-6 and abs(fG[1]-kB) < 1e-6 and abs(fB[1]-kB) < 1e-6
assert abs(fC[1]+fB[1]-kT) < 1e-6
assert abs(fC[2]+fB[2]-float(cC[2]+cB[2])) < 1e-4
# contact term: <delta(r12)> = int |phi|^4 d^3r at Z=1
delta = quad(lambda r: 4*np.pi*r*r*(np.exp(-2*r)/np.pi)**2, 0, 40, epsabs=1e-13)[0]
assert abs(2*np.pi*delta-fB[1]) < 1e-6

print(f"alpha = {alpha:.10e}, 1/alpha = {c:.6f}, 1 hartree = {EV:.6f} eV")
print(f"spin sum = {spin_sum:.0f};  dlnG/dgamma at 1 = {float(dlnG):.6f}")
print(f"alpha^2 Z^3 coefficients: Coulomb {kC:.6f}, Breit {kB:.6f}, total {kT:.6f}")
print(f"  fit to quadrature: Coulomb {fC[1]:.6f}, Gaunt {fG[1]:.6f}, Breit {fB[1]:.6f}")
print(f"  Breit share of total coefficient = {100*kB/kT:.2f} %")
k4 = float(cC[2]+cB[2])
print(f"alpha^4 Z^5 coefficients: Coulomb {float(cC[2]):.6f}, Breit {float(cB[2]):.6f}, total {k4:.6f}")
print(f"<delta(r12)>/Z^3 = {delta:.6f} bohr^-3, times 2 pi = {2*np.pi*delta:.6f}")

# worked example
g, G, F0, R1, EB = [float(q) for q in closed(mp.mpf(x))]
(dC, dG, dB), gauge_avg, gauge_pt = direct(x)
assert abs(dC-F0) < 1e-8 and abs(dG-EB) < 1e-8 and abs(dB-EB) < 1e-8
assert gauge_avg < 1e-9 and gauge_pt > 1e-2     # nonzero pointwise, zero after angles
E = Z*(F0+EB); E0 = 5*Z/8; u3 = alpha**2*Z**3; E2 = E0+kT*u3; u5 = alpha**4*Z**5
print(f"Gd: Z = {Z}, alpha Z = {alpha*Z:.6f}, (alpha Z)^2 = {x:.6f}, gamma = {g:.6f}")
print(f"G = {G:.6f}, A = {float(Aq):.6e}, C = {float(Cq):.6e}")
print(f"F0 = {Z*F0:.6f} hartree (quadrature {Z*dC:.6f})")
print(f"R1 = {Z*R1:.6f} hartree (nonrelativistic 3Z/8 = {3*Z/8:.1f})")
print(f"E_B = {Z*EB:.6f} hartree = {Z*EB*EV:.3f} eV")
print(f"  quadrature: Feynman (Gaunt) {Z*dG:.6f}, Coulomb gauge (Breit) {Z*dB:.6f} hartree")
print(f"gauge term: max pointwise r12*value {gauge_pt:.4f}, angle average below 1e-9")
print(f"E exact = {E:.6f} hartree = {E*EV:.3f} eV")
print(f"5Z/8 = {E0:.6f} hartree = {E0*EV:.3f} eV;  alpha^2 Z^3 = {u3:.6f} hartree")
print(f"alpha^2 Z^3 terms: Coulomb {kC*u3:.6f}, Breit {kB*u3:.6f}, total {kT*u3:.6f} hartree")
print(f"two-term E = {E2:.6f} hartree = {E2*EV:.3f} eV")
print(f"exact - two-term = {E-E2:.6f} hartree = {(E-E2)*EV:.3f} eV = {100*(E-E2)/E:.3f} %")
print(f"alpha^4 Z^5 = {u5:.6f}, its term = {k4*u5:.6f}, three-term E = {E2+k4*u5:.6f} hartree")
print("Z   5Z/8   F0   E_B   E exact   two-term   difference (hartree)")
for Zi in (2, 41, 52, 64):
    xi_ = (alpha*Zi)**2
    _, _, f, _, b = [float(q) for q in closed(mp.mpf(xi_))]
    dd = direct(xi_)[0]
    assert abs(dd[0]+dd[2]-f-b) < 1e-8
    two = Zi*(0.625+kT*xi_)
    print(f"{Zi:2d} {0.625*Zi:.4f} {Zi*f:.6f} {Zi*b:.6f} {Zi*(f+b):.6f} {two:.6f} {Zi*(f+b)-two:.2e}")
print("ALL CHECKS PASSED")
```

Output:

```
alpha = 7.2973525643e-03, 1/alpha = 137.035999, 1 hartree = 27.211386 eV
spin sum = -3;  dlnG/dgamma at 1 = -0.439255
alpha^2 Z^3 coefficients: Coulomb 0.230140, Breit 0.250000, total 0.480140
  fit to quadrature: Coulomb 0.230140, Gaunt 0.250000, Breit 0.250000
  Breit share of total coefficient = 52.07 %
alpha^4 Z^5 coefficients: Coulomb 0.145668, Breit 0.073985, total 0.219653
<delta(r12)>/Z^3 = 0.039789 bohr^-3, times 2 pi = 0.250000
Gd: Z = 64, alpha Z = 0.467031, (alpha Z)^2 = 0.218118, gamma = 0.884241
G = 0.395644, A = 3.720705e-02, C = 2.193237e-02
F0 = 43.742356 hartree (quadrature 43.742356)
R1 = 25.784726 hartree (nonrelativistic 3Z/8 = 24.0)
E_B = 3.749401 hartree = 102.026 eV
  quadrature: Feynman (Gaunt) 3.749401, Coulomb gauge (Breit) 3.749401 hartree
gauge term: max pointwise r12*value 0.2180, angle average below 1e-9
E exact = 47.491756 hartree = 1292.317 eV
5Z/8 = 40.000000 hartree = 1088.455 eV;  alpha^2 Z^3 = 13.959523 hartree
alpha^2 Z^3 terms: Coulomb 3.212639, Breit 3.489881, total 6.702520 hartree
two-term E = 46.702520 hartree = 1270.840 eV
exact - two-term = 0.789236 hartree = 21.476 eV = 1.662 %
alpha^4 Z^5 = 3.044817, its term = 0.668804, three-term E = 47.371324 hartree
Z   5Z/8   F0   E_B   E exact   two-term   difference (hartree)
 2 1.2500 1.250098 0.000107 1.250205 1.250205 1.99e-08
41 25.6250 26.520894 0.943207 27.464101 27.387178 7.69e-02
52 32.5000 34.399029 1.959184 36.358213 36.095077 2.63e-01
64 40.0000 43.742356 3.749401 47.491756 46.702520 7.89e-01
ALL CHECKS PASSED
```
